# Fermi Level of Uncompensated n-Type Silicon in Strong Freeze-Out, part 1

(Sections cited here and not found follow in the second part.)

## First half: the donor model and its Fermi level

Silicon contains $N_D$ identical donors per unit volume and no acceptors. As the crystal is cooled, electrons return from the conduction band to the donors. The problem is to find how the Fermi level moves in this regime, and then to ask how much of the answer survives in real silicon.

All energies are measured from the conduction-band edge, so $E_c=0$. The Fermi level on this scale is $\mu$, a negative number here. A donor holding one electron has energy $-E_d$, with $E_d>0$. Boltzmann's constant is $k$, and wave vectors are written $\mathbf q$. Two abbreviations are used throughout:

$$x=e^{\mu/kT},\qquad a=\frac{E_d}{kT}.$$

The midpoint between donor level and band edge lies at $-E_d/2$. The quantity of interest is the offset of the Fermi level from it,

$$\Delta=\mu+\frac{E_d}{2},$$

which is positive when the Fermi level lies above the midpoint. The model rests on four assumptions. The band is parabolic, the donors do not interact, $E_d$ does not depend on temperature, and a donor holds at most one electron. The last assumption is examined in part (i).

### (a) How many electrons are in the band?

The conduction band has six equivalent ellipsoidal valleys with masses $m_l$ (once) and $m_t$ (twice). Find the electron density $n$ for $x\ll1$, and the first correction in $x$.

**Solution.** In one valley, with $\mathbf q$ measured from its minimum,

$$E(\mathbf q)=\frac{\hbar^2}{2}\left(\frac{q_1^2}{m_l}+\frac{q_2^2+q_3^2}{m_t}\right).$$

The mean occupation of a state is the Fermi–Dirac function. Since $xe^{-E/kT}\le x\ll1$, it can be expanded as a geometric series:

$$\frac{1}{x^{-1}e^{E/kT}+1}=\frac{xe^{-E/kT}}{1+xe^{-E/kT}}=xe^{-E/kT}-x^2e^{-2E/kT}+\dots$$

Take the first term. Six valleys and two spin directions give a factor 12, and the density of wave vectors per unit volume is $1/(2\pi)^3$:

$$n=12\,x\int\frac{d^3q}{(2\pi)^3}\,e^{-E(\mathbf q)/kT}.$$

The integral is a product of three Gaussian integrals, each of the form

$$\int_{-\infty}^{\infty}dq\,\exp\left(-\frac{\hbar^2q^2}{2m_ikT}\right)=\frac{\sqrt{2\pi m_ikT}}{\hbar}.$$

With $h=2\pi\hbar$, the three factors $1/\hbar$ and the factor $1/(2\pi)^3$ combine to $1/h^3$. Therefore

$$n=12\,x\,\frac{(2\pi kT)^{3/2}}{h^3}\sqrt{m_lm_t^2}.$$

It is usual to write this as for a single spherical valley:

$$n=N_c\,x,\qquad N_c=2\left(\frac{2\pi m\,kT}{h^2}\right)^{3/2}.$$

Comparison requires $2m^{3/2}=12\sqrt{m_lm_t^2}$, so $m^{3/2}=6\sqrt{m_lm_t^2}$ and

$$m=(36\,m_lm_t^2)^{1/3}.$$

The second term of the series contains $e^{-2E/kT}$. This is the same Gaussian integral at temperature $T/2$, which is smaller by $2^{-3/2}$. Hence

$$n=N_c\left(x-\frac{x^2}{2^{3/2}}+\dots\right).$$

The density $N_c$ counts the band states within thermal reach of the edge. Its growth as $T^{3/2}$ will matter below.

### (b) How many donors are ionized?

The occupied donor has $g$ states of equal energy. Find the density $N_D^+$ of ionized donors.

**Solution.** A donor exchanges electrons with a reservoir at Fermi level $\mu$. A state with $j$ electrons and energy $E$ has the statistical weight $e^{-(E-j\mu)/kT}$. The empty donor has $j=0$ and $E=0$, hence weight 1. Each one-electron state has $j=1$ and $E=-E_d$, hence weight

$$e^{(E_d+\mu)/kT}=x\,e^{a}.$$

There are $g$ such states. The probability that the donor is empty is its weight divided by the sum of all weights, so

$$N_D^+=\frac{N_D}{1+g\,x\,e^{a}}.$$

The six valleys do not make $g$ equal to 12 for a substitutional donor such as phosphorus. The potential near the donor core mixes the valleys and leaves one orbital combination lowest, which can be filled with either spin. The ground state therefore has $g=2$. The other combinations lie higher and are considered in part (k).

### (c) What is the Fermi level in strong freeze-out?

Impose charge neutrality, and solve it when nearly all donors are neutral and the band is nearly empty.

**Solution.** Without acceptors, the negative charge of the band electrons balances the ionized donors: $n=N_D^+$. In strong freeze-out $N_D^+\ll N_D$, which means $g\,x\,e^{a}\gg1$. The 1 in the denominator of $N_D^+$ can then be dropped. With $n=N_cx$,

$$N_c\,x=\frac{N_D}{g\,x\,e^{a}}.$$

Multiplying by $x/N_c$ gives

$$x^2=\frac{N_D}{gN_c}\,e^{-a}.$$

The logarithm of the left side is $2\mu/kT$, and that of $e^{-a}$ is $-E_d/kT$. Multiplying by $kT/2$,

$$\mu=-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c},$$

and the offset is

$$\Delta(T)=\frac{kT}{2}\ln\frac{N_D}{gN_c(T)}.$$

The electron density follows from $n=N_cx$:

$$n=\sqrt{\frac{N_cN_D}{g}}\;e^{-E_d/2kT}.$$

Half the donor energy appears in the exponent because each ionization creates two independent objects, a band electron and an ionized donor. The product of their densities contains the full factor $e^{-E_d/kT}$. Since the densities are equal, each contains its square root.

As $T\to0$, $N_c$ vanishes as $T^{3/2}$ and the logarithm grows, but only as $\frac32\ln(1/T)$. The prefactor $T$ wins, and $\Delta\to0$. The approximations also improve on cooling. Both $n/N_D$ and $x$ contain $e^{-E_d/2kT}$, which falls faster than any power of $T$ can rise.

### (d) How does the offset vary with temperature?

Find every stationary point of $\Delta(T)$, its nature, and the value of $\Delta$ there. Find also where the Fermi level crosses the midpoint.

**Solution.** Since $N_c\propto T^{3/2}$, $d\ln N_c/dT=3/(2T)$. The product rule gives

$$\frac{d\Delta}{dT}=\frac{k}{2}\ln\frac{N_D}{gN_c}-\frac{kT}{2}\cdot\frac{3}{2T}=\frac{k}{2}\left(\ln\frac{N_D}{gN_c}-\frac32\right).$$

This vanishes at the temperature $T_p$ for which

$$\ln\frac{N_D}{gN_c(T_p)}=\frac32,\qquad N_c(T_p)=\frac{N_D}{g\,e^{3/2}}.$$

Because $N_c$ rises steadily with $T$, there is one solution. At that point the logarithm in $\Delta$ is $3/2$, so

$$\Delta(T_p)=\frac{kT_p}{2}\cdot\frac32=\frac34\,kT_p.$$

To see the whole curve, refer $N_c$ to its value at $T_p$. From $N_c(T)=N_c(T_p)(T/T_p)^{3/2}$,

$$\ln\frac{N_D}{gN_c(T)}=\frac32+\frac32\ln\frac{T_p}{T},$$

and therefore

$$\Delta(T)=\frac34\,kT\left(1+\ln\frac{T_p}{T}\right).$$

Its derivatives are

$$\frac{d\Delta}{dT}=\frac{3k}{4}\ln\frac{T_p}{T},\qquad\frac{d^2\Delta}{dT^2}=-\frac{3k}{4T}.$$

The first is positive below $T_p$ and negative above it. The stationary point is thus a maximum, and the only one. In this model the Fermi level starts at the midpoint, rises to three quarters of $kT_p$ above it, and then falls. The bracket vanishes when $\ln(T/T_p)=1$, so the midpoint is crossed again at $T=eT_p$.

The temperature in the height $\frac34kT_p$ is that of the maximum itself. At another temperature the offset is not $\frac34kT$, because the logarithm in the bracket then differs from zero. The donor depth has dropped out of both $T_p$ and the height. It matters for whether freeze-out is strong at $T_p$, which is the next question.

### (e) When is the result valid, and how large is its error?

Express the freeze-out condition at $T_p$ through $\varepsilon=E_d/kT_p$. Find the leading corrections to the position and height of the maximum.

**Solution.** At $T_p$, $gN_c/N_D=e^{-3/2}$. The solution of part (c), now called $x_0$, and the ionized fraction $r=n/N_D=N_cx_0/N_D$ become

$$x_0=e^{3/4}e^{-\varepsilon/2},\qquad r=\frac{e^{-3/4}}{g}\,e^{-\varepsilon/2}.$$

Both are small when $\varepsilon/2\gg1$, that is, when $E_d\gg2kT_p$. For the leading error, keep one more term in the band density and in the donor occupation. In the latter, $1/(1+y)=y^{-1}(1-y^{-1}+\dots)$ with $y=g\,x\,e^{a}$, and to this order $y^{-1}=r$. Neutrality, multiplied by $x/N_c$, now reads

$$x^2\left(1-\frac{x}{2^{3/2}}\right)=x_0^2(1-r).$$

Take logarithms, use $\ln(1-u)\approx-u$, and halve:

$$\ln x=\ln x_0+c,\qquad c=\frac{x_0}{2^{5/2}}-\frac r2.$$

The Fermi level is thus shifted by $c\,kT$. With $\tau=T/T_p$,

$$\frac{\Delta}{kT_p}=\tau\left[\frac34(1-\ln\tau)+c(\tau)\right].$$

The derivative of the first part is $-\frac34\ln\tau$, which is $-\frac34\delta$ at $\tau=1+\delta$. The derivative of $\tau c$ at $\tau=1$ is called $D$. Because $x_0\propto\tau^{-3/4}e^{-\varepsilon/2\tau}$ and $r\propto\tau^{3/4}e^{-\varepsilon/2\tau}$,

$$D=\frac{x_0}{2^{5/2}}\left(\frac14+\frac\varepsilon2\right)-\frac r2\left(\frac74+\frac\varepsilon2\right).$$

Setting the total derivative to zero gives $\delta=\frac43D$. The height in units of $kT$ at the shifted maximum is $\frac34(1-\delta)+c$, or

$$\frac{\Delta_{\max}}{kT_{\max}}=\frac34-D+c.$$

For $\varepsilon=10$ and $g=2$, $x_0/2^{5/2}=0.00252$ and $r/2=0.00080$. Then $D=0.00252\times5.25-0.00080\times6.75\approx0.0079$ and $c\approx0.0017$. The maximum should lie at $1.0105\,T_p$ with height $0.7439\,kT$. A numerical solution of the full neutrality condition, with the complete Fermi–Dirac integral, gives $1.0107$ and $0.7438$. At $\varepsilon=20$ it gives $1.0001$ and $0.7499$. At $\varepsilon=40$ both numbers agree with $1$ and $\frac34$ to the six decimals printed. The error thus falls essentially as $\varepsilon e^{-\varepsilon/2}$.

### (f) Where does the factor three quarters come from?

Repeat the calculation for a band with $N_c\propto T^s$, and state the role of $g$.

**Solution.** A density of states proportional to $E^{s-1}$ gives

$$N_c\propto\int_0^\infty E^{s-1}e^{-E/kT}\,dE=(kT)^s\int_0^\infty u^{s-1}e^{-u}\,du\propto T^s.$$

Parts (b) and (c) do not depend on $s$. In part (d), $d\ln N_c/dT=s/T$, so the condition for the maximum becomes $\ln(N_D/gN_c)=s$, and the height is

$$\Delta(T_p)=\frac s2\,kT_p.$$

An ordinary three-dimensional band has $s=\frac32$. A two-dimensional parabolic band has a constant density of states, $s=1$, and height $\frac12kT_p$. Full numerical solutions at $\varepsilon=40$ give $0.5000$ for the two-dimensional band, and $0.75000$ for the three-dimensional band with $g=4$ in place of 2. The degeneracy $g$ moves the temperature of the maximum, through $N_c(T_p)=N_D/(ge^s)$, but not its height in units of $kT_p$.

## Second half: meaning, a silicon example, and limits

The symbols carried over are these. Energies are measured from the band edge, $\mu$ is the Fermi level, $x=e^{\mu/kT}$, and $a=E_d/kT$. There are $N_D$ donors per volume, each with $g$ one-electron states at $-E_d$. The band electrons have density $n=N_cx$, with $N_c\propto T^{3/2}$. With at most one electron per donor and no acceptors, strong freeze-out gives

$$\Delta=\mu+\frac{E_d}{2}=\frac{kT}{2}\ln\frac{N_D}{gN_c}=\frac34\,kT\left(1+\ln\frac{T_p}{T}\right),$$

with $N_c(T_p)=N_D/(ge^{3/2})$ and the maximum $\Delta(T_p)=\frac34kT_p$.

### (g) What does the Fermi level mean when hardly any electron is free?

At low temperature a finite crystal may hold, on average, far less than one band electron. Define the Fermi level through the free energy of adding and removing an electron, and show that the formula for $\Delta$ survives. Use the result to interpret the maximum.

**Solution.** Let the crystal have volume $V$ and $M=N_DV$ donors, so that it is neutral with $M$ electrons. Let $F(N)=-kT\ln Z(N)$ be its free energy with $N$ electrons. A definition that treats addition and removal alike is

$$\mu=\frac{F(M+1)-F(M-1)}{2}.$$

One band electron has the partition function $N_cV$, the sum of its Boltzmann factors. A dilute gas of $j$ such electrons has $(N_cV)^j/j!$.

With $M+1$ electrons and $i$ empty donors, $M-i$ electrons are bound and $i+1$ are in the band. The empty donors can be chosen in $\binom Mi$ ways, so

$$Z(M+1)=\sum_i\binom Mi(ge^{a})^{M-i}\frac{(N_cV)^{i+1}}{(i+1)!}.$$

With $M-1$ electrons and $i$ of them in the band, $i+1$ donors are empty:

$$Z(M-1)=\sum_i\binom M{i+1}(ge^{a})^{M-i-1}\frac{(N_cV)^i}{i!}.$$

In freeze-out the important $i$ satisfy $i\ll M$, and then

$$\binom M{i+1}=\binom Mi\frac{M-i}{i+1}\approx\binom Mi\frac M{i+1}.$$

With $\kappa=MN_cV/(ge^{a})$, the two sums become

$$Z(M+1)=(ge^{a})^MN_cV\sum_i\binom Mi\frac{(\kappa/M)^i}{(i+1)!},$$

$$Z(M-1)=M(ge^{a})^{M-1}\sum_i\binom Mi\frac{(\kappa/M)^i}{(i+1)!}.$$

The sums are equal and cancel in the ratio, whether the mean number of free electrons is large or tiny:

$$\mu=-\frac{kT}{2}\ln\frac{Z(M+1)}{Z(M-1)}=-\frac{kT}{2}\ln\frac{gN_cVe^{a}}{M}=-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c}.$$

This is the earlier formula. Direct summation at $T_p$ gives $\Delta/kT=0.74996$ for $10^6$ donors with $a=16$, and $0.75000$ for 50 donors with $a=60$.

When $\kappa\ll1$, the term $i=0$ suffices and the meaning is simple. An extra electron must go into the band. Compared with the neutral crystal it adds the energy $\frac32kT$ and, from $F=U-TS$ with $F=-kT\ln(N_cV)$, the entropy

$$S_-=k\ln(N_cV)+\frac32k.$$

A missing electron leaves one donor empty. This raises the energy by $E_d$. There are $M$ places for the vacancy, and the spin freedom of one bound electron is lost, so the entropy changes by

$$S_+=k\ln\frac Mg.$$

The definition of $\mu$ then reads

$$\mu=\frac12\left[\frac32kT-E_d-T(S_--S_+)\right].$$

At fixed composition $\partial F/\partial T=-S$, so $d\mu/dT=(S_+-S_-)/2$. The maximum occurs where the two entropies are equal. There the entropy term drops out of $\mu$, and what remains is $-E_d/2+\frac34kT_p$. The height is half the mean kinetic energy of the extra band electron.

In the one-electron donor model without acceptors, the Fermi level in strong freeze-out rises to a maximum of $\frac34kT_p$ above the midpoint, and the formula keeps its meaning even when hardly any electron is free. It remains to put in numbers for silicon and to test the result against a second bound electron, acceptors and the other effects left out.
